# Grey and white tin: a transition temperature from two Debye spectra: verification in Python

```python
"""Grey (alpha) and white (beta) tin as two harmonic Debye solids.

Result under test: with static energy difference dE = E_beta - E_alpha and
Debye temperatures th_a > th_b, the free energies cross once if and only if
dE > (9/8) k (th_a - th_b), and for T comparable with or above th_a, th_b
    T* = (T0/2) [1 + sqrt(1 - 4 A/(Lam T0^2))],
    Lam = ln(th_a/th_b), A = (th_a^2 - th_b^2)/40, T0 = dE/(3 k Lam).
Energies are in meV per atom, temperatures in K, entropies in meV/K per atom.
f, u, s: vibrational free energy, energy and entropy per atom.
The direct road averages the oscillator free energy over the spectrum.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

K = const.k / const.e * 1000.0
TO_KJ_MOL = const.e * const.N_A * 1e-6
TH_A, TH_B, DE = 220.0, 165.0, 21.8
nodes, weights = np.polynomial.legendre.leggauss(200)
W = 0.5 * (nodes + 1.0)
DEBYE_WEIGHT = 0.5 * weights * 3.0 * W**2


def mode_free_over_kT(y):
    return y / 2 + np.log(-np.expm1(-y))


def f_direct(theta, T):
    return 3 * K * T * np.sum(DEBYE_WEIGHT * mode_free_over_kT(W * theta / T))


def f_einstein(theta, T):
    return 3 * K * T * mode_free_over_kT(theta / T)


def debye3(x):
    integral = quad(lambda t: t**3 / np.expm1(t) if t > 0 else 0.0,
                    0, x, epsabs=1e-13, epsrel=1e-12)[0]
    return 3 * integral / x**3


def f_closed(theta, T):
    x = theta / T
    return (9 * K * theta / 8 + 3 * K * T * np.log(-np.expm1(-x))
            - K * T * debye3(x))


def u_closed(theta, T):
    return 9 * K * theta / 8 + 3 * K * T * debye3(theta / T)


def s_closed(theta, T):
    x = theta / T
    return K * (4 * debye3(x) - 3 * np.log(-np.expm1(-x)))


def delta_F(T, dE=DE, th_a=TH_A, th_b=TH_B, f=f_direct):
    return dE + f(th_b, T) - f(th_a, T)


def crossing(dE=DE, th_a=TH_A, th_b=TH_B, f=f_direct):
    return brentq(lambda T: delta_F(T, dE, th_a, th_b, f), 20, 2000,
                  xtol=1e-10)


# Oscillator free energy against an explicit sum over levels.
for y in (0.3, 1.0, 4.0):
    Z = np.sum(np.exp(-(np.arange(2000) + 0.5) * y))
    assert abs(-np.log(Z) - mode_free_over_kT(y)) < 1e-11

# Closed Debye functions against spectral averages and their derivatives.
for theta in (TH_A, TH_B):
    for T in (30.0, 100.0, 286.0, 600.0):
        h = 0.01
        s_num = -(f_direct(theta, T + h) - f_direct(theta, T - h)) / (2 * h)
        assert abs(f_direct(theta, T) - f_closed(theta, T)) < 1e-6
        assert abs(s_num - s_closed(theta, T)) < 1e-6
        assert abs(f_direct(theta, T) + T * s_num - u_closed(theta, T)) < 1e-4

# High-temperature series: the remainder must be the next predicted term.
x = 0.5
T = TH_A / x
remainder = f_direct(TH_A, T) / (3 * K * T) - (np.log(x) - 1 / 3 + x**2 / 40)
assert abs(remainder / (-x**4 / 6720) - 1) < 0.01

# Existence and uniqueness, on both sides of the zero-point threshold.
zero_point = 9 * K * (TH_A - TH_B) / 8
grid = np.concatenate(([1.0, 3.0], np.arange(5.0, 1001.0, 5.0)))
curve = np.array([delta_F(T) for T in grid])
assert np.all(np.diff(curve) < 0) and curve[0] > 0 > curve[-1]
assert abs(delta_F(1.0) - (DE - zero_point)) < 1e-3
below = np.array([delta_F(T, dE=zero_point - 0.3) for T in grid])
above = np.array([delta_F(T, dE=zero_point + 0.3) for T in grid])
assert np.all(below < 0)
assert above[0] > 0 and np.sum(above[:-1] * above[1:] < 0) == 1

# Crossing temperature: direct root, quadratic formula, Einstein spectra.
T_star = crossing()
Lam = np.log(TH_A / TH_B)
A = (TH_A**2 - TH_B**2) / 40
T0 = DE / (3 * K * Lam)
T_quadratic = T0 / 2 * (1 + np.sqrt(1 - 4 * A / (Lam * T0**2)))
T_wrong = (DE - zero_point) / (3 * K * Lam)
scale = np.sqrt(3 / 5)
T_einstein = crossing(th_a=scale * TH_A, th_b=scale * TH_B, f=f_einstein)
assert abs(T_quadratic - T_star) < 0.1
assert abs(T_einstein - T_star) < 0.02
assert abs(T_wrong - T_star) > 30
dE_286 = f_direct(TH_A, 286.0) - f_direct(TH_B, 286.0)

# Latent heat: numerical slope of delta_F against the energy balance.
h = 0.01
ds = -(delta_F(T_star + h) - delta_F(T_star - h)) / (2 * h)
ua, ub = u_closed(TH_A, T_star), u_closed(TH_B, T_star)
latent = DE + ub - ua
assert abs(T_star * ds - latent) < 1e-4

# Sensitivities: formulas against crossings solved again.
slope_E = 1 / ds
slope_a = -ua / (TH_A * ds)
slope_b = ub / (TH_B * ds)
num_E = (crossing(dE=DE + h) - crossing(dE=DE - h)) / (2 * h)
num_a = (crossing(th_a=TH_A + h) - crossing(th_a=TH_A - h)) / (2 * h)
num_b = (crossing(th_b=TH_B + h) - crossing(th_b=TH_B - h)) / (2 * h)
for formula, numerical in ((slope_E, num_E), (slope_a, num_a),
                           (slope_b, num_b)):
    assert abs(formula / numerical - 1) < 1e-3

# Electronic free energy of a metal with constant density of states.
g_eV = 0.5
g = g_eV / 1000


def f_electron(T):
    return -np.pi**2 / 6 * g * (K * T)**2


# Thermal part of the grand potential; symmetry keeps the Fermi level fixed.
half = quad(lambda y: np.log1p(np.exp(-y)), 0, 50)[0]
f_el_direct = -2 * g * (K * T_star)**2 * half
assert abs(f_el_direct - f_electron(T_star)) < 1e-8
T_electron = brentq(lambda T: delta_F(T) + f_electron(T), 20, 2000)
shift_first = f_electron(T_star) / ds
assert T_electron < T_star
assert abs(shift_first / (T_electron - T_star) - 1) < 0.1
volume_A3 = 10.0
pV = const.atm * volume_A3 * 1e-30 / const.e * 1000

print(f"Debye temperature, grey tin model: {TH_A:.0f} K")
print(f"Debye temperature, white tin model: {TH_B:.0f} K")
print(f"Static energy difference dE: {DE:.1f} meV/atom")
print(f"Boltzmann constant: {K:.6f} meV/K")
print(f"Zero-point difference (grey - white): {zero_point:.3f} meV/atom")
print(f"Delta F at T = 0: {DE - zero_point:.3f} meV/atom")
print("T (K), f_grey, f_white, Delta F (meV/atom):")
for T in (100.0, 200.0, 250.0, 286.0, 300.0, 400.0):
    print(f"  {T:.0f}  {f_direct(TH_A, T):.3f}  {f_direct(TH_B, T):.3f}"
          f"  {delta_F(T):.3f}")
print(f"Lam = ln(220/165 ratio of Debye temperatures): {Lam:.5f}")
print(f"A: {A:.3f} K^2")
print(f"Classical estimate T0: {T0:.2f} K")
print(f"Quadratic formula T*: {T_quadratic:.3f} K")
print(f"Direct Debye crossing T*: {T_star:.3f} K")
print(f"Direct crossing in Celsius: {T_star - const.zero_Celsius:.2f} deg C")
print(f"Einstein temperature, grey: {scale * TH_A:.2f} K")
print(f"Einstein temperature, white: {scale * TH_B:.2f} K")
print(f"Einstein crossing: {T_einstein:.3f} K")
print(f"Wrong estimate, zero-point energy inserted in T0: {T_wrong:.2f} K")
print(f"dE needed for crossing at 286 K: {dE_286:.3f} meV/atom")
print(f"D3 at T*, grey: {debye3(TH_A / T_star):.5f}")
print(f"D3 at T*, white: {debye3(TH_B / T_star):.5f}")
print(f"Vibrational energy at T*, grey: {ua:.3f} meV/atom")
print(f"Vibrational energy at T*, white: {ub:.3f} meV/atom")
print(f"Entropy at T*, grey: {s_closed(TH_A, T_star):.5f} meV/K/atom")
print(f"Entropy at T*, white: {s_closed(TH_B, T_star):.5f} meV/K/atom")
print(f"Entropy difference at T*: {ds:.5f} meV/K/atom")
print(f"Latent heat: {latent:.3f} meV/atom")
print(f"Latent heat: {latent * TO_KJ_MOL:.3f} kJ/mol")
print(f"dT*/d(dE): {slope_E:.2f} K per meV/atom")
print(f"dT*/d(theta grey): {slope_a:.2f} K/K")
print(f"dT*/d(theta white): {slope_b:.2f} K/K")
print(f"Electronic density of states g: {g_eV:.1f} states/eV/atom")
print(f"Electronic free energy at T*: {f_electron(T_star):.3f} meV/atom")
print(f"First-order electronic shift of T*: {shift_first:.2f} K")
print(f"Crossing with electronic term: {T_electron:.2f} K")
print(f"Volume change used for pressure bound: {volume_A3:.0f} cubic angstrom")
print(f"Pressure term at 1 atm: {pV:.4f} meV/atom")
print(f"Bound on pressure shift of T*: {pV / ds:.3f} K")
print("checks complete")
```

Running it gives:

```
Debye temperature, grey tin model: 220 K
Debye temperature, white tin model: 165 K
Static energy difference dE: 21.8 meV/atom
Boltzmann constant: 0.086173 meV/K
Zero-point difference (grey - white): 5.332 meV/atom
Delta F at T = 0: 16.468 meV/atom
T (K), f_grey, f_white, Delta F (meV/atom):
  100  14.809  6.061  13.052
  200  -10.754  -26.305  6.249
  250  -28.560  -47.696  2.664
  286  -42.954  -64.700  0.054
  300  -48.867  -71.632  -0.965
  400  -95.510  -125.600  -8.290
Lam = ln(220/165 ratio of Debye temperatures): 0.28768
A: 529.375 K^2
Classical estimate T0: 293.12 K
Quadratic formula T*: 286.705 K
Direct Debye crossing T*: 286.740 K
Direct crossing in Celsius: 13.59 deg C
Einstein temperature, grey: 170.41 K
Einstein temperature, white: 127.81 K
Einstein crossing: 286.735 K
Wrong estimate, zero-point energy inserted in T0: 221.43 K
dE needed for crossing at 286 K: 21.746 meV/atom
D3 at T*, grey: 0.74151
D3 at T*, white: 0.80070
Vibrational energy at T*, grey: 76.295 meV/atom
Vibrational energy at T*, white: 75.351 meV/atom
Entropy at T*, grey: 0.41695 meV/K/atom
Entropy at T*, white: 0.48969 meV/K/atom
Entropy difference at T*: 0.07273 meV/K/atom
Latent heat: 20.856 meV/atom
Latent heat: 2.012 kJ/mol
dT*/d(dE): 13.75 K per meV/atom
dT*/d(theta grey): -4.77 K/K
dT*/d(theta white): 6.28 K/K
Electronic density of states g: 0.5 states/eV/atom
Electronic free energy at T*: -0.502 meV/atom
First-order electronic shift of T*: -6.90 K
Crossing with electronic term: 280.15 K
Volume change used for pressure bound: 10 cubic angstrom
Pressure term at 1 atm: 0.0063 meV/atom
Bound on pressure shift of T*: 0.087 K
checks complete
```
